\section*{How collinear p-orbital chains strengthen fourth-neighbour force constants in rocksalt PbTe}

\section{Definitions and conventions}

Let $r$ be the Pb--Te spacing in rocksalt PbTe. The neighbour shells lie at $r$, $\sqrt2\,r$, $\sqrt3\,r$ and $2r$. The fourth shell lies along $\langle100\rangle$: it joins two atoms of the same species through a collinear atom of the other.

The force constant between displacements $u_i$ and $u_j$ is $\Phi_{ij}=\partial^2E/\partial u_i\partial u_j$. A negative off-diagonal value is an ordinary spring. ``Strong'' here means strong compared with the second and third shells and with a wide-gap chain, not with the first shell.

Pb supplies two $p$ electrons and Te four, so six of the twelve $p$ spin-orbitals per formula unit are filled. With nearest-neighbour $pp\sigma$ hopping alone, a $p_x$ orbital couples only to $p_x$ orbitals on its own $x$ line. The crystal then separates into half-filled chains with
\begin{equation}
H=\Delta\sum_n s_n|n\rangle\langle n|-\sum_n t_n\big(|n\rangle\langle n{+}1|+\text{h.c.}\big),\qquad s_n=(-1)^n,
\end{equation}
\begin{equation}
t_n=t-\alpha(u_{n+1}-u_n).
\end{equation}
Electrons are independent and at zero temperature, and energies include both spins. If $t\propto r^{-2}$, then $\alpha=-dt/dr=2t/r$. Wavevectors $k$ are in units of $1/r$. The undistorted bands are $\pm\sqrt{\Delta^2+4t^2\cos^2k}$, with gap $2\Delta$.

\section{Why one bond responds to another}

\subsection{The electronic propagator}

Write $T$ for the hopping part of $H$ and $s$ for the diagonal matrix of signs $s_n$. Hopping changes sublattice, so $Ts=-sT$ and $H^2=T^2+\Delta^2$. Since $(i\omega-H)(i\omega+H)=-(\omega^2+H^2)$,
\begin{equation}
G=(i\omega-H)^{-1}=-(i\omega+T+\Delta s)F,\qquad F=\frac1{\epsilon^2+T^2},\quad \epsilon^2=\omega^2+\Delta^2 .
\end{equation}
Define $\kappa$ and $W$ by $\epsilon=2t\sinh\kappa$ and $W=\sqrt{\epsilon^2+4t^2}=2t\cosh\kappa$. Then
\begin{equation}
\epsilon^2+4t^2\cos^2k=2t^2(\cosh2\kappa+\cos2k).
\end{equation}
Summing a geometric series gives
\begin{equation}
\frac1{\cosh a+\cos\theta}=\frac1{\sinh a}\sum_m(-1)^me^{-a|m|}e^{im\theta}.
\end{equation}
With $a=2\kappa$, $\theta=2k$ and $2t^2\sinh2\kappa=\epsilon W$, the elements of $F$ at separation $\ell$ are
\begin{equation}
F_\ell=(-1)^{\ell/2}\frac{e^{-\kappa|\ell|}}{\epsilon W}\quad(\ell\text{ even}),\qquad F_\ell=0\quad(\ell\text{ odd}).
\end{equation}
For even $\ell$, therefore, $G_{ij}=-(i\omega+\Delta s_i)F_\ell$. For odd $\ell>0$ only $-TF$ contributes:
\begin{equation}
G_\ell=t(F_{\ell-1}+F_{\ell+1})
=(-1)^{(\ell-1)/2}\,\frac{t\,e^{-\kappa\ell}(e^\kappa-e^{-\kappa})}{\epsilon W}
=(-1)^{(\ell-1)/2}\frac{e^{-\kappa\ell}}W .
\end{equation}

\subsection{The bond response}

Let $V_n=\partial H/\partial t_n=-(|n\rangle\langle n{+}1|+\text{h.c.})$. Second-order perturbation theory sums $1/(E_o-E_e)$ over occupied levels $E_o$ and empty levels $E_e$. For $a<0<b$,
\begin{equation}
\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\frac1{(i\omega-a)(i\omega-b)}=\frac1{a-b},
\end{equation}
and the integral vanishes when $a$ and $b$ have the same sign. With the spin factor 2, the response of bond $m=n+d$ to bond $n$ is
\begin{equation}
\Pi_d=\frac{\partial^2E}{\partial t_n\partial t_m}
=2\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\operatorname{Tr}(V_nGV_mG).
\end{equation}
Because $G$ is symmetric, the four terms of the trace pair up:
\begin{equation}
\operatorname{Tr}(V_nGV_mG)=2\big[G_{n+1,m}G_{n,m+1}+G_{n,m}G_{n+1,m+1}\big].
\end{equation}
Take $d\ge1$. One product has two odd separations and the other two even ones. In the even product the first sites lie on opposite sublattices, so its prefactor is $(i\omega+\Delta)(i\omega-\Delta)=-\epsilon^2$, which cancels the $\epsilon^2$ in the denominator. Inserting the signs from the two propagator formulas, each product equals $(-1)^{d+1}e^{-2\kappa d}/W^2$. Hence
\begin{equation}
\boxed{\;\Pi_d=(-1)^{d+1}\frac8\pi\int_0^\infty d\omega\,\frac{e^{-2\kappa d}}{\omega^2+\Delta^2+4t^2},\qquad d\ge1.\;}
\end{equation}
For $d=0$ the bracket is $(e^{-2\kappa}-1)/W^2$, so $\Pi_0=-(4/\pi)\int_0^\infty d\omega\,(1-e^{-2\kappa})/W^2$. The result does not depend on $n$: Pb--Pb and Te--Te pairs have equal constants in this chain.

\subsection{Range}

For $\Delta=0$, $\epsilon=\omega$ and $d\omega=W\,d\kappa$. At large $d$ only small $\kappa$ matters, where $W\simeq2t$:
\begin{equation}
|\Pi_d|\to\frac8\pi\,\frac1{2t}\int_0^\infty e^{-2\kappa d}d\kappa=\frac2{\pi td}.
\end{equation}
For $\Delta>0$, let $\kappa_0$ and $W_0$ be the values at $\omega=0$. Then $\kappa\simeq\kappa_0+\omega^2/(2\Delta W_0)$, and the Gaussian integral gives
\begin{equation}
|\Pi_d|\to\frac4{\sqrt\pi}\sqrt{\frac{\Delta W_0}{d}}\,\frac{e^{-2\kappa_0d}}{W_0^2},\qquad \sinh\kappa_0=\frac\Delta{2t}.
\end{equation}
This tail requires $d\gg W_0/\Delta$. Its decay length $1/(2\kappa_0)$ approaches $t/\Delta$ spacings for a small gap.

\section{Why the fourth shell gains}

\subsection{Along the chain}

Moving atom $i$ to the right lengthens bond $i-1$ and shortens bond $i$, so $\partial t_{i-1}/\partial u_i=-\alpha$ and $\partial t_i/\partial u_i=+\alpha$. The four bond pairs of two atoms give
\begin{equation}
\Phi_d=\alpha^2(2\Pi_d-\Pi_{d-1}-\Pi_{d+1}).
\end{equation}
Since $\Pi_d$ alternates in sign, the three terms add for $d\ge1$:
\begin{equation}
\Phi_d=(-1)^{d+1}\alpha^2\big(2|\Pi_d|+|\Pi_{d-1}|+|\Pi_{d+1}|\big).
\end{equation}
The fourth shell is $d=2$, so $\Phi_2$ is negative, a spring. Its largest single part can come from $\Pi_1$, the response between the two bonds that meet at the middle atom. No hopping contains both end atoms, so no first-order term enters.

Filling matters. The response is strongest at wavevector $2k_F$. At half filling $2k_F=\pi$, which gives the pattern $(-1)^d$. At quarter filling $2k_F=\pi/2$, and the pattern $\cos(\pi d/2)$ has the opposite sign at $d=2$. With $\Delta=0$ and the example's $t$ and $\alpha$, the computed $\Phi_2$ is $-104$ eV/nm$^2$ at half filling and $+73$ eV/nm$^2$ at quarter filling (72.7 for a 300-atom ring, rising to 73.5 for 2404 atoms), in line with this argument.

\subsection{Off the chain}

A sideways displacement leaves a bond length unchanged to first order but rotates the bond, which couples two kinds of $p$ orbital with strength $t/r$ per unit displacement. For a second-shell atom at $(1,1,0)r$, an $x$ displacement of the first atom and a $y$ displacement of the second share one $p_x$ line and one $p_y$ line. Each is crossed over one spacing, so the propagators contribute $e^{-2\kappa}/W^2$. The trace counts this twice, against four times in $\Pi_1$. The magnitude is therefore
\begin{equation}
|\Phi_{xy}|=\frac12\left(\frac tr\right)^2|\Pi_1| .
\end{equation}
The other second-shell elements vanish, apart from the equal $yx$ element, because no such pair of lines is shared. Every changed bond contains an orbital on the displaced atom, and that orbital propagates only along an axis through the atom. The atom at $(1,1,1)r$ and all its neighbours lie off these axes, so the third-shell tensor vanishes in the $pp\sigma$ model.

\section{How large the effect is}

Take rough PbTe-like parameters: $r=0.323$ nm, $t=2$ eV and $\Delta=1$ eV. Then $\alpha=2(2)/0.323=12.38$ eV/nm, and the decay length is 2.0 spacings. The responses are $\Pi_1=0.2142$, $\Pi_2=-0.0866$ and $\Pi_3=0.0413$ eV$^{-1}$, so
\begin{equation}
\Phi_2=-(32.85+26.58+6.33)=-65.8\ \text{eV/nm}^2=-10.5\ \text{N/m}.
\end{equation}
The three parts come from $\Pi_1$, $2\Pi_2$ and $\Pi_3$. As a test, total energies of a 320-atom ring, differentiated with displacements of $\pm0.0002$ nm, give $-65.757$ eV/nm$^2$, equal to the formula's value to the printed digits.

A three-dimensional $pp\sigma$ crystal gives the same longitudinal fourth-shell element, $-65.8$ eV/nm$^2$. Its second-shell $xy$ element is $-4.1$ eV/nm$^2$, and the formula above gives the magnitude 4.1. The norms (root sum of squared elements) of the electronic tensors for shells two, three and four are 5.8, 0.0 and 66 eV/nm$^2$.

With $t$ and $\alpha$ held fixed, the site splitting changes the result as follows:
\begin{center}
\begin{tabular}{ccc}
$\Delta$ (eV) & $\Phi_2$ (eV/nm$^2$) & $\Phi_4/\Phi_2$\\
0.15 & $-101$ & 0.45\\
1 & $-66$ & 0.22\\
5 & $-6.6$ & 0.009
\end{tabular}
\end{center}
A $\Phi_2$ that is large in absolute size thus needs $\Delta$ below or comparable to $t$, not a vanishing gap. Its ratio to the second-shell norm is less sensitive: 14, 11 and 6.7 for the three rows, and by the formulas above never below $4\sqrt2\approx5.7$ in the $pp\sigma$ model. Closing the gap further mainly extends the range, since $\Phi_2$ saturates at $-104$ eV/nm$^2$.

\section{Connection with lattice polarity}

In the polar mode the sublattices move oppositely, $u_i=(-1)^iu$, and the hoppings alternate as $t\pm\tau$ with $\tau=2\alpha u$. The bands become $\pm\sqrt{\Delta^2+4t^2\cos^2k+4\tau^2\sin^2k}$. There is half an occupied orbital per atom, filled by two spins, so the energy per atom is minus the $k$ average of the root. Differentiating twice with respect to $u$ gives the curvature
\begin{equation}
K=-4\alpha^2\left\langle\frac{4\sin^2k}{\sqrt{\Delta^2+4t^2\cos^2k}}\right\rangle_k .
\end{equation}
The region near $k=\pi/2$ makes $|K|$ grow as $(16\alpha^2/\pi t)\ln(t/\Delta)$ for small $\Delta$. Numerically, $K$ goes from $-709$ to $-1434$ eV/nm$^2$ as $\Delta$ falls from 1 to 0.15 eV. These values keep hopping linear in displacement and count only the chain along the motion. If $t\propto r^{-2}$, the curvature of $t(r)$ adds a first-order term to $K$ and to $\Phi_1$, comparable with the values given here at $\Delta=1$ eV, but none to $\Phi_d$ with $d\ge2$. Sideways bonds also contribute to $K$. Other forces, chiefly short-range repulsion, must outweigh the total electronic softening if the rocksalt structure is to be stable.

The fourth-shell spring does not itself soften this mode, because like atoms move together. Rigid translation costs no energy, so $\sum_d\Phi_d=0$, and
\begin{equation}
K=\sum_d\big[(-1)^d-1\big]\Phi_d=-4\sum_{d=1,3,5,\dots}\Phi_d .
\end{equation}
At $\Delta=1$ eV the first three terms give $-4(136.95+29.20+7.67)=-695$ eV/nm$^2$, or 98\% of $K$. This part of the polar softening and the fourth-shell spring are two consequences of the same alternating response.

\section{What the real crystal changes}

The splitting $2\Delta=2$ eV stands for a typical optical splitting. The fundamental gap of PbTe is much smaller, roughly 0.3 eV. Added one at a time, with rough parameters, the omitted electronic terms change the longitudinal Pb--Pb $\Phi_2$ from $-65.8$ eV/nm$^2$ to approximately
\begin{itemize}
\item $-60$ with $pp\pi$ hopping of $-0.3$ eV;
\item $-56$ with $s$ orbitals ($sp$ hopping 0.9 eV, $s$ levels at $-7$ and $-11$ eV);
\item $-66$ (almost no change) with spin--orbit coupling $\lambda\,\mathbf L\cdot\mathbf S$, $\lambda=0.8$ eV on Pb and 0.5 eV on Te.
\end{itemize}
With $pp\pi$ hopping or spin--orbit coupling the Te--Te constant is the same to these digits. The $s$ orbitals reduce the gap to 0.67 eV and split the two species: the Pb--Pb spring weakens to $-56$ while the Te--Te spring strengthens to $-75$ eV/nm$^2$. With all three terms together the gap at L falls to about 0.01 eV, and the constants are about $-51$ (Pb--Pb) and $-67$ eV/nm$^2$ (Te--Te). The minimum gap is therefore not a sufficient guide to $\Phi_2$.

Thermal occupation at 300 K leaves $\Phi_2$ at $-65.8$ eV/nm$^2$. Displacements of 0.01 nm change it by 0.5\%, with hopping kept linear in displacement.

Dipole forces shift the fourth shell by a similar amount and dominate the second and third shells. With a rough Born charge $Z^*=6$ and optical permittivity $\varepsilon_\infty=33$, the longitudinal fourth-shell term is
\begin{equation}
-\frac{2e^2Z^{*2}}{4\pi\varepsilon_0\varepsilon_\infty(2r)^3}
=-\frac{2(1.44)(36)}{33(0.646)^3}=-11.7\ \text{eV/nm}^2 .
\end{equation}
The dipole tensor norms for shells two, three and four are 40, 22 and 14 eV/nm$^2$. The second and third shells of the crystal are therefore not silent; it is their chain-electron part that is small. Simple addition to the $pp\sigma$ values gives a longitudinal fourth-shell constant of $-77$ eV/nm$^2$, against a second-shell norm of at most about 46 eV/nm$^2$. This comparison omits self-consistent charge response and repulsion beyond the first shell, so a quantitative value for PbTe needs a first-principles calculation.

\section{What to do about it}

A force-constant model of a $p$-bonded rocksalt chalcogenide should keep the fourth shell even where it drops nearer off-chain terms, and should treat dipole forces separately. A cutoff chosen by distance alone, between the third and fourth shells, removes the chain spring.

Supercells need length along $\langle100\rangle$. Displacing one atom in a periodic cell of edge $Nr$ also displaces its images, so the calculation returns $\sum_m\Phi_{d+mN}$. For $N=4$ the apparent first-neighbour chain term is contaminated by $\Phi_3+\Phi_5=36.9$ eV/nm$^2$, or 27\% of the linear-hopping value $\Phi_1=137$ eV/nm$^2$, before more distant images are counted. For $N=8$ the nearest contaminant is $\Phi_7$. Since $|\Phi_d|$ decreases with $d$, it is smaller than $|\Phi_6|=4.2$ eV/nm$^2$, or about 3\% of $\Phi_1$. The fourth-shell constant is affected more: its apparent value is $-141$ eV/nm$^2$ for $N=4$, $-70.4$ for $N=8$ (7\% too strong) and $-66.2$ for $N=12$. These figures hold for $\Delta=1$ eV; a smaller splitting needs a longer cell.

For phase-change materials, the argument applies to crystalline phases that retain nearly straight, half-filled $p$ chains. A frozen alternation of short and long bonds raises the chain gap to $2\sqrt{\Delta^2+4\tau^2}$ for $|\tau|<t$ and shortens the electronic range. Bent or interrupted chains violate the model's geometry, and its $\Phi_2$ should not be transferred to them. The numerical output lists the remaining chain constants and parameter values.

\section*{Computed values}
\begin{verbatim}
spacing r = 0.323 nm, t = 2.0 eV, Delta = 1.0 eV
alpha = 12.384 eV/nm; fourth-shell distance = 0.646 nm
decay length 1/(2 kappa0) = 2.020 spacings; t/Delta = 2.00
bond response P_0 = -0.37797 1/eV
bond response P_1 = +0.21419 1/eV
bond response P_2 = -0.08664 1/eV
bond response P_3 = +0.04130 1/eV
bond response P_4 = -0.02119 1/eV
F_1: formula +136.952, ring +136.952 eV/nm^2
F_2: formula -65.757, ring -65.757 eV/nm^2
F_3: formula +29.203, ring +29.203 eV/nm^2
F_4: formula -14.568, ring -14.568 eV/nm^2
F_5: formula +7.674, ring +7.674 eV/nm^2
F_6: formula -4.172, ring -4.172 eV/nm^2
F_2 = -10.535 N/m
parts of |F_2|: P1 32.849, 2*P2 26.575, P3 6.333 eV/nm^2
Delta 0.15 eV: F_2 -101.382, F_4 -45.5355 eV/nm^2, F_4/F_2 0.4491
Delta 0.50 eV: F_2 -87.502, F_4 -30.2204 eV/nm^2, F_4/F_2 0.3454
Delta 1.00 eV: F_2 -65.757, F_4 -14.5676 eV/nm^2, F_4/F_2 0.2215
Delta 2.00 eV: F_2 -34.851, F_4 -3.1278 eV/nm^2, F_4/F_2 0.0897
Delta 5.00 eV: F_2 -6.594, F_4 -0.0623 eV/nm^2, F_4/F_2 0.0094
gapless F_2: half filling -104.141, quarter +72.738 eV/nm^2
polar curvature per atom, Delta 1.00 eV: -709.03 eV/nm^2
polar curvature per atom, Delta 0.50 eV: -968.22 eV/nm^2
polar curvature per atom, Delta 0.15 eV: -1433.77 eV/nm^2
polar curvature from lattice sum, Delta 1 eV: -709.03 eV/nm^2
3D sigma-only: shell 4 xx -65.800, yy -4.104 eV/nm^2
3D sigma-only: shell 2 xy -4.109; expected size 4.106 eV/nm^2
extras (eV): pp-pi -0.3, sp 0.9, s levels -7.0, -11.0
spin-orbit lambda (eV), H = lambda L.S: cation 0.8, anion 0.5
tensor norms of shells 2, 3, 4 (eV/nm^2), shell-4 xx, and gap (eV):
  sigma only: 5.81, 0.00, 66.06; xx -65.80; gap 2.000
  with pp-pi: 6.93, 0.13, 60.65; xx -60.28; gap 2.000
  with s orbitals: 6.42, 0.06, 56.24; xx -56.02; gap 0.673
  with spin-orbit: 5.84, 0.00, 66.42; xx -66.16; gap 0.950
dipole estimate inputs (rough): Z* = 6.0, eps_inf = 33.0
dipole tensor norms, shells 2, 3, 4: 40.37, 21.97, 14.27 eV/nm^2
dipole longitudinal part, shell 4: -11.65 eV/nm^2
300 K, Delta 1.00 eV: F_2 = -65.757 eV/nm^2
300 K, Delta 0.15 eV: F_2 = -101.381 eV/nm^2
F_2 from finite displacements of 0.01 nm: -65.458 eV/nm^2
\end{verbatim}
